# Why Screening Makes Electrons and Positrons Scatter Differently: a numerical check

```python
"""Electron and positron scattering by a screened Coulomb centre.

Result under test: for V(r) = -c exp(-mu r)/r (atomic units, c = +Z for an
electron, c = -Z for a positron) the cross sections of the two particles agree
when mu = 0. For mu > 0 they differ, to lowest order by the interference of the
first Born amplitude f1 with the real part of the second one, where
    Re f2 = 4 Z^2/(q A) * arctan(mu q/(2 A)),
    A^2 = mu^4 + 4 k^2 mu^2 + k^2 q^2,   q = 2 k sin(theta/2).
For weak screening the asymmetry (electron - positron)/(electron + positron)
tends to 2 Z mu/k^2.
Symbols: k wave number, l angular momentum, S = exp(2 i delta_l).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import (eval_legendre, loggamma, roots_legendre,
                           spherical_jn, spherical_yn)


def integrate_radial(k, mu, charges, l, r_end):
    """Renormalized Numerov on a logarithmic grid.

    Returns the last two radii and the ratio u(last)/u(last but one)
    for every charge (rows) and every l (columns).
    """
    dx = min(1e-3, 0.05 / (k * r_end))
    n = int(np.ceil(np.log(r_end / 1e-5) / dx))
    r = r_end * np.exp(-dx * np.arange(n, -1, -1))
    c = dx**2 / 12
    charge = np.asarray(charges, float)[:, None]
    centrifugal = np.ones_like(charge) - c * (l[None, :] + 0.5)**2
    kinetic = (c * (k * r)**2).tolist()
    potential = (2 * c * r * np.exp(-mu * r)).tolist()

    def weight(i):
        return centrifugal + kinetic[i] + charge * potential[i]

    inverse = np.ones_like(charge) * np.exp(-(l[None, :] + 0.5) * dx)
    for i in range(1, n):
        inverse = 1 / (12 / weight(i) - 10 - inverse)
    ratio = np.sqrt(r[-1] / r[-2]) * weight(n - 1) / weight(n) / inverse
    return r[-2], r[-1], ratio


def match(ratio, wave_a, wave_b):
    """S from u = S*H - conj(H), up to a factor, at two radii."""
    return ((ratio * wave_a.conj() - wave_b.conj())
            / (ratio * wave_a - wave_b))


def free_wave(l, z):
    return z * (-spherical_yn(l, z) + 1j * spherical_jn(l, z))


def yukawa_s_matrix(k, mu, charges):
    """S for each charge; a zero-charge run removes the grid error."""
    l = np.arange(int(8 * k / mu) + 13)
    ra, rb, ratio = integrate_radial(k, mu, list(charges) + [0.0], l, 20 / mu)
    s = match(ratio, free_wave(l, k * ra), free_wave(l, k * rb))
    assert np.max(np.abs(s[-1] - 1)) < 1e-4
    return l, s[:-1] / s[-1]


nodes, node_weights = roots_legendre(400)


def born1(k, mu, charge, cosine):
    return 2 * charge / (2 * k**2 * (1 - cosine) + mu**2)


def amplitude(k, mu, charge, l, s, cosine):
    """Partial-wave sum; the first Born part is summed in closed form."""
    projection = 0.5 * eval_legendre(l[:, None], nodes[None, :]) @ (
        node_weights * born1(k, mu, charge, nodes))
    rest = (2 * l + 1) * ((s - 1) / (2j * k) - projection)
    return born1(k, mu, charge, cosine) + np.sum(
        rest * eval_legendre(l, cosine))


def real_born2(k, mu, charge, cosine):
    q = k * np.sqrt(2 * (1 - cosine))
    a = np.sqrt(mu**4 + 4 * k**2 * mu**2 + k**2 * q**2)
    return 4 * charge**2 / (q * a) * np.arctan(mu * q / (2 * a))


def born2_integral(k, mu, charge, cosine):
    q2 = 2 * k**2 * (1 - cosine)

    def integrand(x):
        m = np.sqrt(mu**2 + x * (1 - x) * q2)
        return 2 * charge**2 / (m * (mu**2 - 2j * k * m))

    return (quad(lambda x: integrand(x).real, 0, 1)[0]
            + 1j * quad(lambda x: integrand(x).imag, 0, 1)[0])


def asymmetry(electron, positron):
    return (electron - positron) / (electron + positron)


Z, MU, K = 1.0, 1.0, 2.0
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
bohr = constants.physical_constants["Bohr radius"][0]
print(f"Z = {Z:.1f}, mu = {MU:.1f} bohr^-1, k = {K:.1f} bohr^-1")
print(f"energy = {K**2/2:.3f} hartree = {K**2/2*hartree_ev:.3f} eV")
print(f"Z/k = {Z/K:.3f} (no unit)")

# Bare Coulomb phases: radial integration against the gamma function.
l_c = np.arange(5)
ra, rb, ratio = integrate_radial(K, 0.0, [Z, -Z], l_c, 100.0)
for row, charge in enumerate((Z, -Z)):
    eta = -charge / K

    def coulomb_wave(r):
        z = K * r
        term = np.ones(len(l_c), complex)
        total = term.copy()
        for n in range(12):
            term = term * ((1j * eta - l_c + n) * (1j * eta + l_c + 1 + n)
                           / ((n + 1) * 2j * z))
            total += term
        return total * np.exp(1j * (z - eta * np.log(2 * z)
                                    - l_c * np.pi / 2))

    s_numeric = match(ratio[row], coulomb_wave(ra), coulomb_wave(rb))
    s_gamma = np.exp(2j * loggamma(l_c + 1 + 1j * eta).imag)
    assert np.max(np.abs(s_numeric - s_gamma)) < 2e-5

# Coulomb partial-wave series, made convergent by powers of (1 - cos theta).
cos90 = np.cos(np.pi / 2)
rutherford = Z**2 / (4 * K**4 * np.sin(np.pi / 4)**4)
for name, charge in (("electron", Z), ("positron", -Z)):
    ls = np.arange(400)
    coef = (2 * ls + 1) * np.exp(
        2j * loggamma(ls + 1 - 1j * charge / K).imag) / (2j * K)
    for _ in range(4):
        m = np.arange(len(coef) - 1)
        below = np.concatenate(([0], coef[:-2]))
        coef = (coef[:-1] - (m + 1) / (2 * m + 3) * coef[1:]
                - m / (2 * m - 1) * below)
    f_c = np.sum(coef * eval_legendre(np.arange(len(coef)), cos90))
    f_c /= (1 - cos90)**4
    assert abs(abs(f_c)**2 / rutherford - 1) < 1e-6
    print(f"bare Coulomb, 90 deg, {name}: {abs(f_c)**2:.6f} bohr^2/sr")

# Screened centre: full charge and a small charge in one integration.
small = 0.05
l, s = yukawa_s_matrix(K, MU, [Z, -Z, small, -small])
delta = np.angle(s) / 2
for degrees in (30, 90, 150):
    x = np.cos(np.radians(degrees))
    f_plus = amplitude(K, MU, small, l, s[2], x)
    f_minus = amplitude(K, MU, -small, l, s[3], x)
    f2 = born2_integral(K, MU, small, x)
    re2 = real_born2(K, MU, small, x)
    assert abs(f2.real / re2 - 1) < 1e-8
    assert abs((f_plus + f_minus) / 2 - f2) < 1e-2 * abs(f2)
    even_sum = np.sum((2 * l + 1) * (delta[2] + delta[3]) / 2
                      * eval_legendre(l, x)) / K
    assert abs(even_sum / re2 - 1) < 1e-2
    odd_part = (abs(f_plus)**2 - abs(f_minus)**2) / 2
    assert abs(odd_part / (2 * born1(K, MU, small, x) * re2) - 1) < 1e-2

print("phase shifts in rad: l, electron, positron, even part")
for j in range(5):
    print(f"  {j}  {delta[0, j]:+.5f}  {delta[1, j]:+.5f}"
          f"  {(delta[0, j] + delta[1, j])/2:+.5f}")

print("Born amplitudes in bohr: angle in deg, f1 (electron), Re f2")
for degrees in (30, 90, 150):
    x = np.cos(np.radians(degrees))
    print(f"  {degrees:3d}  {born1(K, MU, Z, x):.5f}"
          f"  {real_born2(K, MU, Z, x):.5f}")

print("cross sections in bohr^2/sr: angle in deg, first Born, e-, e+")
rows = []
for degrees in (30, 90, 150):
    x = np.cos(np.radians(degrees))
    sig = [abs(amplitude(K, MU, c, l, s[i], x))**2
           for i, c in enumerate((Z, -Z))]
    rows.append((degrees, x, sig))
    print(f"  {degrees:3d}  {born1(K, MU, Z, x)**2:.5f}"
          f"  {sig[0]:.5f}  {sig[1]:.5f}")
print("asymmetry (no unit): angle in deg, phase shifts, second Born")
for degrees, x, sig in rows:
    estimate = 2 * real_born2(K, MU, Z, x) / born1(K, MU, Z, x)
    print(f"  {degrees:3d}  {asymmetry(*sig):.4f}  {estimate:.4f}")
sig90 = rows[1][2]
print(f"90 deg, e-: {sig90[0]*bohr**2*1e20:.5f} angstrom^2/sr")
print(f"90 deg, e+: {sig90[1]*bohr**2*1e20:.5f} angstrom^2/sr")
print(f"90 deg, ratio e-/e+ = {sig90[0]/sig90[1]:.4f} (no unit)")

total = np.pi / K**2 * np.sum((2 * l + 1) * np.abs(1 - s[:2])**2, axis=1)
total_born = 16 * np.pi * Z**2 / (MU**2 * (MU**2 + 4 * K**2))
assert abs(2 * np.pi * np.sum(node_weights * born1(K, MU, Z, nodes)**2)
           / total_born - 1) < 1e-10
print(f"total cross section, first Born: {total_born:.4f} bohr^2")
print(f"total cross section, electron:   {total[0]:.4f} bohr^2")
print(f"total cross section, positron:   {total[1]:.4f} bohr^2")


def asymmetry_90(k, mu):
    ll, ss = yukawa_s_matrix(k, mu, [Z, -Z])
    sig = [abs(amplitude(k, mu, c, ll, ss[i], cos90))**2
           for i, c in enumerate((Z, -Z))]
    estimate = 2 * real_born2(k, mu, Z, cos90) / born1(k, mu, Z, cos90)
    return sig, asymmetry(*sig), estimate


print("90 deg, mu = 1 bohr^-1, asymmetry (no unit):")
print("  k in bohr^-1, phase shifts, second Born, 2 Z mu/k^2")
errors = []
for k in (1.0, 2.0, 4.0, 8.0):
    _, full, estimate = asymmetry_90(k, MU)
    errors.append(abs(full / estimate - 1))
    print(f"  {k:.1f}  {full:.5f}  {estimate:.5f}  {2*Z*MU/k**2:.5f}")
assert errors[-1] < 0.1 and errors[-1] < errors[0]

print("90 deg, k = 2 bohr^-1, asymmetry (no unit):")
print("  mu in bohr^-1, phase shifts, second Born, 2 Z mu/k^2")
errors = []
for mu in (0.4, 0.2, 0.1):
    sig, full, estimate = asymmetry_90(K, mu)
    law = 2 * Z * mu / K**2
    errors.append(abs(full / law - 1))
    print(f"  {mu:.1f}  {full:.5f}  {estimate:.5f}  {law:.5f}")
assert errors[-1] < 0.1 and errors[-1] < errors[0]
print("mu = 0.1 bohr^-1, 90 deg, in bohr^2/sr: phase shifts, shifted k")
for name, charge, value in (("e-", Z, sig[0]), ("e+", -Z, sig[1])):
    inner_k2 = K**2 - 2 * charge * 0.1
    shifted = Z**2 / (4 * K**2 * inner_k2 * np.sin(np.pi / 4)**4)
    assert abs(value / shifted - 1) < 0.02
    print(f"  {name}  {value:.5f}  {shifted:.5f}")

print("all tests passed")
```

Running it gives:

```
Z = 1.0, mu = 1.0 bohr^-1, k = 2.0 bohr^-1
energy = 2.000 hartree = 54.423 eV
Z/k = 0.500 (no unit)
bare Coulomb, 90 deg, electron: 0.062500 bohr^2/sr
bare Coulomb, 90 deg, positron: 0.062500 bohr^2/sr
phase shifts in rad: l, electron, positron, even part
  0  +0.78809  -0.61224  +0.08792
  1  +0.32285  -0.27411  +0.02437
  2  +0.15458  -0.13982  +0.00738
  3  +0.07977  -0.07502  +0.00237
  4  +0.04291  -0.04133  +0.00079
Born amplitudes in bohr: angle in deg, f1 (electron), Re f2
   30  0.96535  0.09356
   90  0.22222  0.04027
  150  0.12556  0.02566
cross sections in bohr^2/sr: angle in deg, first Born, e-, e+
   30  0.93189  0.94925  0.70109
   90  0.04938  0.06305  0.03333
  150  0.01577  0.02330  0.01074
asymmetry (no unit): angle in deg, phase shifts, second Born
   30  0.1504  0.1938
   90  0.3083  0.3625
  150  0.3689  0.4087
90 deg, e-: 0.01766 angstrom^2/sr
90 deg, e+: 0.00933 angstrom^2/sr
90 deg, ratio e-/e+ = 1.8916 (no unit)
total cross section, first Born: 2.9568 bohr^2
total cross section, electron:   3.1229 bohr^2
total cross section, positron:   2.2349 bohr^2
90 deg, mu = 1 bohr^-1, asymmetry (no unit):
  k in bohr^-1, phase shifts, second Born, 2 Z mu/k^2
  1.0  0.54654  0.83757  2.00000
  2.0  0.30834  0.36247  0.50000
  4.0  0.11047  0.11386  0.12500
  8.0  0.03040  0.03050  0.03125
90 deg, k = 2 bohr^-1, asymmetry (no unit):
  mu in bohr^-1, phase shifts, second Born, 2 Z mu/k^2
  0.4  0.17256  0.18817  0.20000
  0.2  0.09511  0.09844  0.10000
  0.1  0.04922  0.04980  0.05000
mu = 0.1 bohr^-1, 90 deg, in bohr^2/sr: phase shifts, shifted k
  e-  0.06519  0.06579
  e+  0.05908  0.05952
all tests passed
```
